Multiplets of the O2 π*² configuration from single-determinant energies

**Problem**

The O2 molecule has two electrons in a degenerate pair of antibonding π* orbitals. The configuration gives three terms, ³Σ⁻, ¹Δ and ¹Σ⁺, all of even inversion parity. Suppose that only energies of single determinants are available. Not every determinant is one of these states.

(a) Express the three term energies through single-determinant energies, first with complex and then with real π* orbitals.

(b) Find the spacing of the terms.

(c) Compute the energies at a bond length R = 2.3 bohr in the cc-pVDZ basis, using the orbitals of a restricted open-shell Hartree–Fock (ROHF) calculation on the triplet.

Hartree atomic units are used. The molecular axis is z, and the real orbitals x and y behave as cos φ and sin φ around it. The complex orbitals are

π₊ = (x + iy)/√2,  π₋ = (x − iy)/√2,

with Lz = +1 and −1. A determinant |a b̄| has spin up in a and spin down in b; without a bar both spins are up. The closed-shell core is not written. It is the same in every determinant, and so are x and y. The Hamiltonian H is non-relativistic. For two-electron integrals,

(ab|cd) = ∫∫ a*(1) b(1) c*(2) d(2)/r₁₂ d1 d2,

Jxx = (xx|xx),  Jxy = (xx|yy),  K = (xy|xy).

**A first estimate by scaling**

Put one electron in x and one in y. The spatial function [x(1)y(2) ± y(1)x(2)]/√2 has repulsion Jxy ± K, with the plus sign for the singlet and the minus sign for the triplet. The scale of the splittings is therefore 2K.

K is the Coulomb self-repulsion of the charge distribution xy. Write x = (x_A − x_B)/√2 in terms of 2p orbitals on the two atoms, and y likewise; this normalization neglects the overlap of x_A and x_B. Neglecting products of orbitals on different atoms gives

xy ≈ ½(x_A y_A + x_B y_B).

If the repulsion between the two atomic distributions is also neglected, K ≈ ¼(K_at + K_at) = ½K_at, where K_at is the one-atom integral.

For K_at take the normalized orbital x_A = √(ζ⁵/π) x e^(−ζr), where x on the right is the coordinate measured from the nucleus. The distribution is then g(r)xy with g = (ζ⁵/π)e^(−2ζr). It is a pure l = 2 distribution. Each shell gives a potential varying as r⁻³ outside and r² inside, with the factor 4π/(2l+1) = 4π/5, so

V = (4π/5) xy [ r⁻⁵ ∫₀^r g s⁶ ds + ∫_r^∞ g s ds ].

Multiply by gxy and integrate over all space. The angular integral of (xy)² is 4πr⁴/15. The two terms in V contribute equally, as exchanging the order of integration shows. Hence

K_at = 2(4π/15)(4π/5) ∫₀^∞ r⁶ g(r) [∫_r^∞ g s ds] dr.

The inner integral is (ζ⁵/π)e^(−2ζr)[r/(2ζ) + 1/(4ζ²)]. The outer one then requires

7!/[2ζ(4ζ)⁸] + 6!/[4ζ²(4ζ)⁷] = 6480/(131072 ζ⁹),

and therefore

K_at = (32/75)(6480/131072) ζ = 27ζ/1280.

The exponent follows from a size. The mean radius of this orbital is 5/(2ζ). Setting it equal to half the bond length, which is a guess about the size of the atom, gives ζ = 5/R. Then

K ≈ ½(27/1280)(5/R) = 27/(512R),  2K ≈ 27/(256R).

At R = 2.3 bohr this is 2K ≈ 0.046 hartree. The estimate sets the scale, but it does not yet say how many multiples of K separate the three terms.

**Exact solution within the configuration**

*The six states.* Two electrons in four spin orbitals form six determinants. Define

S = (|x x̄| + |y ȳ|)/√2,
D₁ = (|x x̄| − |y ȳ|)/√2,
D₂ = (|x ȳ| + |y x̄|)/√2,
T₀ = (|x ȳ| − |y x̄|)/√2.

The remaining two determinants have both spins up or both spins down.

Writing out D₂ gives the spatial factor x(1)y(2) + y(1)x(2) times the antisymmetric spin factor αβ − βα, so D₂ is a singlet. In T₀ the signs are reversed: the spatial factor is antisymmetric and the spin factor symmetric. T₀ is thus the Ms = 0 member of the triplet whose Ms = 1 member is |x y|. S and D₁ are singlets, because each of their determinants has a doubly occupied orbital.

*Complex orbitals.* Determinants are linear in each column, so they can be multiplied out:

|π₊ π̄₊| = ½(|x x̄| − |y ȳ|) + (i/2)(|x ȳ| + |y x̄|) = (D₁ + iD₂)/√2.

This singlet has Lz = 1 + 1 = 2, so it is a pure ¹Δ state. Its partner |π₋ π̄₋| = (D₁ − iD₂)/√2 has Lz = −2 and, by reflection, the same energy. D₁ and D₂ are combinations of these two degenerate states, so each of them also has energy E(¹Δ).

For one electron in each complex orbital,

|π₊ π̄₋| = ½(|x x̄| + |y ȳ|) − (i/2)(|x ȳ| − |y x̄|) = (S − iT₀)/√2.

Here Lz = 0. The reflection y → −y leaves S unchanged and reverses T₀. Thus S is ¹Σ⁺ and T₀ belongs to ³Σ⁻. With parallel spins,

|π₊ π₋| = ½(−i|x y| + i|y x|) = −i|x y|,

since exchanging two columns changes the sign. This is the same triplet state up to a phase. Call its energy T.

H commutes with S², so it has no matrix element between the singlet S and the triplet T₀. The energy of |π₊ π̄₋| is therefore the plain average of E(¹Σ⁺) and T. The complex-orbital formulas are

E(³Σ⁻) = T,
E(¹Δ) = E|π₊ π̄₊|,
E(¹Σ⁺) = 2E|π₊ π̄₋| − T.

*Real orbitals.* Inverting the definitions gives

|x ȳ| = (T₀ + D₂)/√2,  |x x̄| = (S + D₁)/√2.

The cross terms vanish again, in the first case by spin and in the second because S and D₁ have different |Lz|. Therefore

E|x ȳ| = ½[T + E(¹Δ)],
E|x x̄| = ½[E(¹Δ) + E(¹Σ⁺)].

Solving the first equation for E(¹Δ) and inserting the result in the second gives

E(³Σ⁻) = T,
E(¹Δ) = 2E|x ȳ| − T,
E(¹Σ⁺) = 2E|x x̄| − 2E|x ȳ| + T.

The determinant |x ȳ| has Ms = 0 but is not a singlet. It is half triplet, with ⟨S²⟩ = ½·2 + ½·0 = 1. Reading its energy as that of ¹Δ would give half the gap between ³Σ⁻ and ¹Δ of this configuration. The factor 2 in the formula is the spin purification. The determinant |x x̄| has a different defect: it is a pure singlet but mixes two values of |Lz|.

*The spacing.* Let A be the core energy plus the energies of two π* electrons in the field of the core. These one-electron energies are equal for x and y because the core is cylindrical. The Slater rules give

T = A + Jxy − K,
E|x ȳ| = A + Jxy,
E|x x̄| = A + Jxx.

Exchange appears only in the first line, where the spins are parallel. Inserting these in the real-orbital formulas,

E(¹Δ) − T = 2K,
E(¹Σ⁺) − T = 2(Jxx − Jxy).

The integrals are not independent. The orbitals u = (x + y)/√2 and w = (x − y)/√2 are x and y turned by 45°, apart from the sign of w, which does not affect (uw|uw). Since uw = (x² − y²)/2 and Jyy = Jxx,

K = (uw|uw) = ¼(Jxx + Jyy − 2Jxy) = ½(Jxx − Jxy).

Hence E(¹Σ⁺) − T = 4K. In this configuration with common orbitals the terms are equally spaced, at 0, 2K and 4K. K is positive because it is an electrostatic self-repulsion, so the triplet is lowest.

The complex orbitals must give the same result. Both have the density ½(x² + y²), so

J₊₊ = J₊₋ = ¼(Jxx + Jyy + 2Jxy) = ½(Jxx + Jxy) = Jxy + K.

For exchange, π₊*π₋ = ½(x² − y²) − ixy, and the other factor is its complex conjugate. The cross terms cancel, leaving

K₊₋ = (π₊π₋|π₋π₊) = ½(Jxx − Jxy) + K = 2K.

Thus T = A + J₊₋ − K₊₋ = A + Jxy − K, as before. The determinants |π₊ π̄₊| and |π₊ π̄₋| both have energy A + Jxy + K, although one is pure ¹Δ and the other a mixture of ³Σ⁻ and ¹Σ⁺. Equal energy does not imply equal state content.

**Numbers for O2**

The determinant energies, in hartree, are

|x y|: −149.60608
|x ȳ|: −149.58233
|x x̄|: −149.53484
|π₊ π̄₊| and |π₊ π̄₋|: −149.55859

The complex route gives

E(¹Δ) − T = −149.55859 + 149.60608 = 0.0475 hartree,
E(¹Σ⁺) − T = 2 × 0.04749 = 0.0950 hartree.

The real route gives

E(¹Δ) − T = 2(−149.58233 + 149.60608) = 0.0475 hartree,
E(¹Σ⁺) − T = 2(−149.53484 + 149.58233) = 0.0950 hartree.

In electronvolts the two excitation energies are 1.29 and 2.58 eV; in the cc-pVTZ basis they change by less than 0.003 eV. The integral K = 0.02374 hartree gives the same values through 2K and 4K. The numerical check confirms them by diagonalizing H in the space of the six determinants.

**Comparison of the estimate with the solution**

The scaling estimate of 2K, 0.046 hartree, lies about 3% below the computed 0.0475 hartree. So close an agreement should not be credited to the model. The estimate is proportional to ζ, which came from a guess about atomic size, and the neglected terms are not small: with the same ζ the overlap of x_A and x_B is 0.16, and keeping it together with all two-centre integrals raises 2K to 0.053 hartree, about 11% above the computed value. What the estimate establishes is the order of magnitude. The symmetry analysis adds the factors that scaling cannot supply: the gaps are 2K and 4K.

Both results belong to a single configuration; the computed gaps use the triplet orbitals, the estimate Slater 2p functions. Relaxing the orbitals separately for each state is left out. A larger calculation shows the effect of part of the missing correlation. It distributes six electrons over the bonding π and antibonding π* pairs, with the orbitals unchanged. The excitation energies fall to 0.0283 and 0.0537 hartree, or 0.77 and 1.46 eV. Relative to this calculation, the scaling estimate of the first gap is about 60% too high. These values are not converged. In cc-pVTZ the gaps are 0.0286 and 0.0543 hartree and the lowerings below shrink by up to 0.001 hartree. Adding the valence σ orbitals to the space, still unrelaxed and in cc-pVDZ, gives 0.94 and 1.45 eV.

The admixture responsible can be identified by parity. Bonding π orbitals are odd under inversion and π* orbitals are even, so π³π*³ is odd and cannot mix with the even states of π⁴π*². The configuration π²π*⁴ can. It lowers ³Σ⁻, ¹Δ and ¹Σ⁺ by 0.039, 0.058 and 0.080 hartree. Lowerings that rose in equal steps would keep the spacing equal. These rise by 0.019 and then 0.022 hartree, so the equal spacing is lost: the first step is 0.0283 hartree and the second 0.0254 hartree.

**When the energies come from a density functional**

The formulas rest on energies being expectation values of H. An approximate functional need not respect them. With Slater exchange and VWN5 correlation on the same orbitals, the excitation energies in hartree are

complex route: 0.0366 for ¹Δ, 0.0732 for ¹Σ⁺
real route: 0.0367 for ¹Δ, 0.0855 for ¹Σ⁺

In cc-pVTZ the complex route gives 0.0368 and 0.0736 and the real route 0.0368 and 0.0855; the RPA fit of VWN lowers the four cc-pVDZ values by 0.0015 to 0.003 hartree. The two values for ¹Σ⁺ differ by 0.012 hartree, far more than the change, of order 10⁻⁹ hartree, in a determinant energy when the orbitals are turned by 45° about the axis. That turn tests the angular dependence of the integration grid, not its full quadrature error. The complex route keeps the equal spacing because |π₊ π̄₊| and |π₊ π̄₋| have identical spin densities, and a local functional cannot distinguish them.

The near agreement for ¹Δ also has a reason. Let p = x² + y². The determinants |x y|, |x ȳ| and |π₊ π̄₊| have the same total density and the same kinetic energy. They differ in their spin polarization m, which is p, p cos 2φ and 0 respectively. Suppose the exchange-correlation energy contained m only through −∫ c m², with c cylindrically symmetric, and let C = ∫ c p². Since cos² 2φ averages to ½, the three energies would be −C, −C/2 and 0 relative to the unpolarized case. The real route then gives 2(−C/2 + C) = C, and the complex route gives 0 + C = C. The small remaining difference, about 4 × 10⁻⁵ hartree, comes from higher powers of m.

No such cancellation protects ¹Σ⁺. Its real-route formula contains |x x̄|, whose total density is not cylindrical. A ¹Σ⁺ energy obtained from this functional should therefore be reported together with the determinants used to construct it.

Values computed for the example and the checks

```
O2, basis cc-pvdz, 28 basis functions, bond length 2.3 bohr
Triplet ROHF energy: -149.606076 hartree
Determinant energies (hartree):
  |x y|       -149.606076
  |x ybar|    -149.582332
  |x xbar|    -149.534843
  |p+ p-|     -149.606076
  |p+ p+bar|  -149.558588
  |p+ p-bar|  -149.558588
Weights of 3Sigma-, 1Delta, 1Sigma+, then <S^2> (no unit):
  |x ybar|    0.500 0.500 0.000 1.000
  |x xbar|    0.000 0.500 0.500 0.000
  |p+ p+bar|  0.000 1.000 0.000 0.000
  |p+ p-bar|  0.500 0.000 0.500 1.000
A = E_core + 2h: -150.152918 hartree
Jxx = 0.618074, Jxy = 0.570586, K = 0.023744 hartree
J++ = 0.594330, J+- = 0.594330, K+- = 0.047488 hartree
State energies from diagonalization (hartree):
  3Sigma-  -149.606076
  1Delta   -149.558588
  1Sigma+  -149.511099
Excitation energies above 3Sigma-, order 1Delta, 1Sigma+:
  diagonalization  0.047488 0.094977 hartree
  complex route    0.047488 0.094977 hartree
  real route       0.047488 0.094977 hartree
  in eV            1.292 2.584 eV
Six electrons in four pi orbitals, same order:
  excitation       0.028306 0.053688 hartree
  in eV            0.770 1.461 eV
Lowering by the larger pi space (hartree):
  3Sigma-  0.038872
  1Delta   0.058055
  1Sigma+  0.080161
Slater exchange + VWN on the same orbitals, order 1Delta, 1Sigma+:
  complex route    0.03662 0.07324 hartree
  real route       0.03666 0.08551 hartree
  grid error of one determinant energy: 1.7e-09 hartree
```
